# WKB tunnelling through a staggered heterojunction and its shortened imaginary path: verification in Python

```python
"""WKB band-to-band tunnelling through a staggered heterojunction.

Result under test, for an electron at height u above the source valence edge
at the interface, in a uniform force F:
    T = 4 r1 r2/(r1 + r2)^2 * exp(-2 S)
    S = (1/F) [ int_0^u kappa1 de + int_(u+Dv)^(E2) kappa2 de ]
    kappa = sqrt(e (gap - e))/w,   r = sqrt((gap - e)/e) at the interface
e: energy above the local valence edge (eV); w = hbar*velocity (eV nm);
Dv: downward valence step from source (1) to channel (2); E2: channel gap.
The forbidden path has length (E2 - Dv)/F. Lengths are in nm, F in eV/nm.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
Junction = namedtuple("Junction", "gap1 w1 gap2 w2 step")


def velocity(gap, mass):
    return np.sqrt(H2M * gap / mass)


def make(gap1, mass1, gap2, mass2, step):
    return Junction(gap1, velocity(gap1, mass1),
                    gap2, velocity(gap2, mass2), step)


def eff_gap(j):
    return j.gap2 - j.step


# ---------- derived formulas ----------
def angle(gap, e):
    return np.arccos(np.clip(1 - 2 * e / gap, -1, 1))


def loop_area(gap, w, e):
    t = angle(gap, e)
    return gap**2 / (8 * w) * (t - np.sin(t) * np.cos(t))


def areas(j, u):
    source = loop_area(j.gap1, j.w1, u)
    channel = (loop_area(j.gap2, j.w2, j.gap2)
               - loop_area(j.gap2, j.w2, u + j.step))
    return source, channel


def exponent(j, u, force):
    return 2 * sum(areas(j, u)) / force


def homo_exponent(gap, w, force):
    return np.pi * gap**2 / (4 * w * force)


def interface_factor(j, u):
    r1 = np.sqrt((j.gap1 - u) / u)
    e2 = u + j.step
    r2 = np.sqrt((j.gap2 - e2) / e2)
    return 4 * r1 * r2 / (r1 + r2)**2


def best_energy(j):
    def mismatch(u):
        return (u * (j.gap1 - u) / j.w1**2
                - (u + j.step) * (eff_gap(j) - u) / j.w2**2)
    return brentq(mismatch, 0, eff_gap(j), xtol=1e-13)


def formula_T(j, u, force):
    return interface_factor(j, u) * np.exp(-exponent(j, u, force))


# ---------- independent numerical side ----------
def kappa_numeric(gap, w, e):
    """Decay rate as an eigenvalue of the two-band equations."""
    m = np.array([[0.0, -e / w], [-(gap - e) / w, 0.0]])
    return np.max(np.linalg.eigvals(m).real)


def exponent_numeric(j, u, force):
    left = quad(lambda x: kappa_numeric(j.gap1, j.w1, u + force * x),
                -u / force, 0, epsabs=1e-8, epsrel=1e-8)[0]
    right = quad(lambda x: kappa_numeric(j.gap2, j.w2,
                                         u + j.step + force * x),
                 0, (eff_gap(j) - u) / force, epsabs=1e-8, epsrel=1e-8)[0]
    return 2 * (left + right)


def exact_T(j, u, force, reach=3.0):
    """Integrate the two-band equations from the outgoing wave backwards.

    Real-equation form: C' = -(e/w) G, G' = -((gap-e)/w) C; the wave that
    carries current to the right has G = -i s C, s = sqrt(|gap-e|/|e|).
    """
    end = reach / force

    def rhs(gap, w, offset):
        def f(x, y):
            e = offset + force * x
            return np.array([-e / w * y[1], -(gap - e) / w * y[0]])
        return f

    e_right = u + j.step + reach
    s_right = np.sqrt(abs((j.gap2 - e_right) / e_right))
    y = np.array([1.0 + 0j, -1j * s_right])
    opts = dict(method="DOP853", rtol=1e-9, atol=1e-11)
    y = solve_ivp(rhs(j.gap2, j.w2, u + j.step), (end, 0), y, **opts).y[:, -1]
    y = solve_ivp(rhs(j.gap1, j.w1, u), (0, -end), y, **opts).y[:, -1]
    e_left = u - reach
    s_left = np.sqrt(abs((j.gap1 - e_left) / e_left))
    incoming = (y[0] + 1j * y[1] / s_left) / 2
    return s_right / (s_left * abs(incoming)**2)


# ---------- example parameters ----------
GAP1, MASS1, GAP2, MASS2, STEP = 0.80, 0.05, 0.70, 0.04, 0.20
FIELD_MV_CM = 0.5
F = FIELD_MV_CM * 0.1
jn = make(GAP1, MASS1, GAP2, MASS2, STEP)
u_best = best_energy(jn)

# Closed-form action against integration along the path
for u in (0.08, u_best, 0.4):
    assert abs(exponent_numeric(jn, u, F) / exponent(jn, u, F) - 1) < 1e-5

# Homojunction: the exponential alone is the full two-band answer
homo = make(GAP2, MASS2, GAP2, MASS2, 0.0)
T_homo_exact = exact_T(homo, GAP2 / 2, F)
assert abs(T_homo_exact / np.exp(-homo_exponent(GAP2, homo.w2, F)) - 1) < 2e-3

# Heterojunction: exact/formula tends to one as the field falls.
# The leading error is linear in field, so two fields are extrapolated.
twin = make(0.7, 0.04, 0.7, 0.04, 0.28)
limits = []
for j, u in ((jn, u_best), (jn, 0.15), (twin, 0.21)):
    ratio = [exact_T(j, u, f) / formula_T(j, u, f) for f in (F / 4, F / 8)]
    limits.append(2 * ratio[1] - ratio[0])
    assert abs(ratio[1] - 1) < 0.06
    assert abs(limits[-1] - 1) < 0.02
T_exact = exact_T(jn, u_best, F)
T_formula = formula_T(jn, u_best, F)
assert abs(T_exact / T_formula - 1) < 0.2

# Most transparent energy: direct minimization against equal decay rates
found = minimize_scalar(lambda u: exponent_numeric(jn, u, F),
                        bounds=(0.01, eff_gap(jn) - 0.01), method="bounded",
                        options={"xatol": 1e-5})
assert abs(found.x - u_best) < 2e-3

# At that energy the action is below both homojunctions, for any masses
rng = np.random.default_rng(4)
for _ in range(300):
    g1, g2 = rng.uniform(0.3, 1.5, 2)
    m1, m2 = np.exp(rng.uniform(np.log(0.02), 0, 2))
    inner = rng.uniform(0.1, 0.95) * min(g1, g2)
    trial = make(g1, m1, g2, m2, g2 - inner)
    lowest = exponent(trial, best_energy(trial), F)
    assert lowest < homo_exponent(g1, trial.w1, F)
    assert lowest < homo_exponent(g2, trial.w2, F)

# At a fixed energy a heavy channel can defeat the shorter path
heavy = make(GAP1, MASS1, GAP2, 1.0, STEP)
heavy_exp = exponent_numeric(heavy, 0.25, F)
source_exp = homo_exponent(GAP1, jn.w1, F)
channel_exp = homo_exponent(GAP2, jn.w2, F)
assert heavy_exp > source_exp


# Twin materials: exponent ratio against relative offset d
def twin_ratio(d):
    return 2 / np.pi * (np.arccos(d) - d * np.sqrt(1 - d * d))


for d in (0.25, 0.5, 0.75):
    t = make(0.7, 0.04, 0.7, 0.04, 0.7 * d)
    direct = exponent_numeric(t, 0.35 * (1 - d), F)
    assert abs(direct / homo_exponent(0.7, t.w1, F) - twin_ratio(d)) < 1e-5
d_grid = np.linspace(0.01, 0.99, 99)
excess = twin_ratio(d_grid) / (1 - d_grid)**1.5
assert np.all(twin_ratio(d_grid) < 1 - d_grid)
assert np.all(excess > 1) and np.all(np.diff(excess) > 0)
assert abs(excess[-1] - 8 * np.sqrt(2) / (3 * np.pi)) < 0.01


# Transverse momentum: T falls as exp(-spread * k^2)
def exponent_transverse(j, u, k):
    total = 0.0
    for gap, w, inner, side in ((j.gap1, j.w1, u, -1),
                                (j.gap2, j.w2, u + j.step, 1)):
        edge = gap / 2 + side * np.sqrt(gap**2 / 4 + (w * k)**2)
        lo, hi = sorted((edge, inner))
        total += quad(lambda e: np.sqrt(max(0, e * (gap - e) / w**2 + k * k)),
                      lo, hi, epsabs=1e-10, epsrel=1e-10)[0]
    return 2 * total / F


spread = (jn.w1 * angle(GAP1, u_best)
          + jn.w2 * (np.pi - angle(GAP2, u_best + STEP))) / F
k_test = 0.03
slope = (exponent_transverse(jn, u_best, k_test)
         - exponent_transverse(jn, u_best, 0)) / k_test**2
assert abs(slope / spread - 1) < 0.02

# ---------- sizes of neglected effects ----------
base = exponent(jn, u_best, F)
part1, part2 = (2 * a / F for a in areas(jn, u_best))
# Ionized acceptors in the source bend the band parabolically
DOPING_CM3, EPS_R = 2e18, 14.0
curve = const.e * DOPING_CM3 * 1e6 / (EPS_R * const.epsilon_0) * 1e-18
source_drop = F**2 / (2 * curve)
assert source_drop > u_best
turn = (F - np.sqrt(F**2 - 2 * curve * u_best)) / curve
bent = 2 * quad(lambda s: kappa_numeric(
    GAP1, jn.w1, u_best - F * s + curve * s * s / 2), 0, turn,
    epsabs=1e-8, epsrel=1e-8)[0] + part2
uneven = part1 + part2 / 1.1
NARROW = 0.05
warm = make(GAP1 - NARROW, MASS1, GAP2 - NARROW, MASS2, STEP)
warm_exp = exponent(warm, best_energy(warm), F)
HEAVY_HOLE = 0.4
hh_part = 2 * (2 / 3) * np.sqrt(HEAVY_HOLE / H2M) * u_best**1.5 / F
k_fold = 1 / np.sqrt(spread)
airy = (H2M / MASS1 * F**2)**(1 / 3)

# ---------- printed numbers ----------
print(f"source gap, mass: {GAP1:.2f} eV, {MASS1:.2f} m0")
print(f"channel gap, mass: {GAP2:.2f} eV, {MASS2:.2f} m0")
print(f"valence step, conduction step: {STEP:.2f}, "
      f"{GAP1 - eff_gap(jn):.2f} eV")
print(f"interface gap: {eff_gap(jn):.2f} eV")
print(f"field: {FIELD_MV_CM:.2f} MV/cm = {F:.3f} V/nm")
print(f"w source, w channel: {jn.w1:.4f}, {jn.w2:.4f} eV nm")
print(f"path, heterojunction: {eff_gap(jn) / F:.2f} nm")
print(f"path, source homojunction: {GAP1 / F:.2f} nm")
print(f"path, channel homojunction: {GAP2 / F:.2f} nm")
print(f"best energy u: {u_best:.4f} eV")
print(f"path in source, in channel: {u_best / F:.2f}, "
      f"{(eff_gap(jn) - u_best) / F:.2f} nm")
print(f"kappa at interface, best u: "
      f"{kappa_numeric(GAP1, jn.w1, u_best):.4f} 1/nm")
print(f"angles theta1, theta2: {angle(GAP1, u_best):.4f}, "
      f"{angle(GAP2, u_best + STEP):.4f} rad")
print(f"exponent 2S, source part: {part1:.3f}")
print(f"exponent 2S, channel part: {part2:.3f}")
print(f"exponent 2S, heterojunction: {base:.3f}")
print(f"exponent 2S, source homojunction: {source_exp:.3f}")
print(f"exponent 2S, channel homojunction: {channel_exp:.3f}")
print(f"interface factor: {interface_factor(jn, u_best):.4f}")
print(f"T heterojunction, formula: {T_formula:.3e}")
print(f"T heterojunction, two-band numerical: {T_exact:.3e}")
print(f"T source homojunction: {np.exp(-source_exp):.3e}")
print(f"T channel homojunction, formula: {np.exp(-channel_exp):.3e}")
print(f"T channel homojunction, numerical: {T_homo_exact:.3e}")
print(f"gain over source homojunction: {T_formula / np.exp(-source_exp):.1f}")
print(f"gain over channel homojunction: "
      f"{T_formula / np.exp(-channel_exp):.1f}")
print("numerical/formula, zero-field limit, 3 cases: "
      + ", ".join(f"{v:.4f}" for v in limits))
print(f"heavy channel (1.0 m0), u=0.25 eV, 2S: {heavy_exp:.2f}")
for d in (0.25, 0.5, 0.75):
    print(f"twin d={d:.2f}: length ratio {1 - d:.3f}, exponent ratio "
          f"{twin_ratio(d):.3f}, (1-d)^1.5 {(1 - d)**1.5:.3f}")
print(f"neglected: numerical/formula T at this field: "
      f"{T_exact / T_formula:.3f}")
print(f"turning-point energy scale, source: {airy:.3f} eV")
print(f"source doping, relative permittivity: {DOPING_CM3:.1e} cm^-3, "
      f"{EPS_R:.0f}")
print(f"source band bending available: {source_drop:.3f} eV")
print(f"source path with doping charge: {turn:.2f} nm")
print(f"2S with doping charge: {bent:.3f}; T factor {np.exp(base - bent):.3f}")
print(f"2S in heavily doped limit u=0: {exponent(jn, 0.0, F):.3f}")
print(f"channel field 10% higher: T factor {np.exp(base - uneven):.3f}")
print(f"both gaps {NARROW:.2f} eV smaller: exponential factor "
      f"{np.exp(base - warm_exp):.3f}")
print(f"transverse spread Lambda: {spread:.2f} nm^2")
print(f"transverse k for 1/e: {k_fold:.4f} 1/nm")
print(f"its kinetic energy in channel: {H2M * k_fold**2 / MASS2:.4f} eV")
print(f"source part of 2S, heavy hole {HEAVY_HOLE:.1f} m0, same u: "
      f"{hh_part:.3f}")
print("done: every assertion held")
```

Running it gives:

```
source gap, mass: 0.80 eV, 0.05 m0
channel gap, mass: 0.70 eV, 0.04 m0
valence step, conduction step: 0.20, 0.30 eV
interface gap: 0.50 eV
field: 0.50 MV/cm = 0.050 V/nm
w source, w channel: 0.7808, 0.8165 eV nm
path, heterojunction: 10.00 nm
path, source homojunction: 16.00 nm
path, channel homojunction: 14.00 nm
best energy u: 0.1791 eV
path in source, in channel: 3.58, 6.42 nm
kappa at interface, best u: 0.4271 1/nm
angles theta1, theta2: 0.9859, 1.6542 rad
exponent 2S, source part: 2.154
exponent 2S, channel part: 4.214
exponent 2S, heterojunction: 6.368
exponent 2S, source homojunction: 12.876
exponent 2S, channel homojunction: 9.426
interface factor: 0.8854
T heterojunction, formula: 1.519e-03
T heterojunction, two-band numerical: 1.374e-03
T source homojunction: 2.559e-06
T channel homojunction, formula: 8.059e-05
T channel homojunction, numerical: 8.054e-05
gain over source homojunction: 593.7
gain over channel homojunction: 18.9
numerical/formula, zero-field limit, 3 cases: 1.0012, 1.0021, 1.0017
heavy channel (1.0 m0), u=0.25 eV, 2S: 18.55
twin d=0.25: length ratio 0.750, exponent ratio 0.685, (1-d)^1.5 0.650
twin d=0.50: length ratio 0.500, exponent ratio 0.391, (1-d)^1.5 0.354
twin d=0.75: length ratio 0.250, exponent ratio 0.144, (1-d)^1.5 0.125
neglected: numerical/formula T at this field: 0.904
turning-point energy scale, source: 0.124 eV
source doping, relative permittivity: 2.0e+18 cm^-3, 14
source band bending available: 0.484 eV
source path with doping charge: 4.00 nm
2S with doping charge: 6.564; T factor 0.822
2S in heavily doped limit u=0: 7.204
channel field 10% higher: T factor 1.467
both gaps 0.05 eV smaller: exponential factor 2.468
transverse spread Lambda: 39.69 nm^2
transverse k for 1/e: 0.1587 1/nm
its kinetic energy in channel: 0.0240 eV
source part of 2S, heavy hole 0.4 m0, same u: 6.552
done: every assertion held
```
